# Why a core-level shift is not an atomic charge

**Q.** A core electron is held more tightly when its atom has lost valence electrons. So if a core level has a higher binding energy in compound B than in compound A, the atom is more positive in B, and the size of the shift tells me by how much.

**A.** Your first sentence is right for a free ion. The second does not follow, because an atom in a compound has neighbours, and they act on the binding energy in two ways. Start with what is measured. With energies referred to the vacuum level, the binding energy of core level $i$ is

$$E_B(i)=E(i^{-1})-E_0 ,$$

where $E_0$ is the ground-state energy and $E(i^{-1})$ the energy with one electron missing from level $i$. It is a difference between two states. Anything that changes either energy can shift the level, including the response of the surroundings to the hole.

**Q.** Let me at least have the free ion. How large is the charge effect?

**A.** Take a mean-field description in which the valence shell holds $n$ electrons, and let $n$ be fractional to represent partial charge. The Hartree-Fock energy is

$$E=\sum_j f_jh_j+\tfrac12\sum_{jl}f_jf_l(J_{jl}-K_{jl}),$$

where $f_j$ is the occupation of spin orbital $j$, $h_j$ its one-electron energy, and $J$ and $K$ are Coulomb and exchange integrals, with $K=0$ for opposite spins. The orbitals make $E$ stationary at fixed occupations, so their change contributes nothing to the first derivative. Only the explicit dependence on $f_v$ remains:

$$\frac{\partial E}{\partial f_v}=h_v+\sum_lf_l(J_{vl}-K_{vl})=\varepsilon_v .$$

The factor $\tfrac12$ has gone because $f_v$ occurs in both sums. If $n$ is shared equally between the two spins, $dE/dn$ is the mean $\varepsilon_v$ of the two valence orbital energies. Apply this to the state with the hole and to the state without it, and subtract:

$$\frac{dE_B}{dn}=\varepsilon_v(\text{hole})-\varepsilon_v(\text{no hole})\equiv-k .$$

A core hole binds the valence electrons more strongly, so $k>0$. The ion charge $q$ rises when $n$ falls, $dq=-dn$, and therefore $dE_B/dq=+k$.

For silicon ions I computed this with nonrelativistic unrestricted Hartree-Fock in a Gaussian basis of s and p functions, making each core hole self-consistent. Between Si$^{2+}$ (3s$^2$) and an ion of charge 2.2 (3s$^{1.8}$), the 2s binding energy rises by 3.107 eV, so $k=3.107/0.2=15.54$ eV per unit charge. The orbital energies at the midpoint, 3s$^{1.9}$, give the same value.

**Q.** That is a large number. A shift of 1.5 eV would be a tenth of an electron. What could compete with it?

**A.** First, the electrostatic potential of the other ions. Put the silicon ion, of charge $q$, at the centre of six ligands at distance $d$, each of charge $-q/6$, so that the cluster is neutral. The silicon ion has closed shells or holes in s shells, so its charge density is spherical and, to first order, feels only the spherical average of the ligands' potential (the cubic part of the field has no effect in a basis of s and p functions). Inside the cage that average is constant:

$$\Phi=\frac{6(-q/6)}{d}=-\frac qd$$

in atomic units. If the ion lies inside the cage, its interaction energy with the ligands is $q\Phi$ before ionization and $(q+1)\Phi$ after it. The contribution to the binding energy is

$$V=(q+1)\Phi-q\Phi=\Phi=-\frac qd .$$

A negative cage repels the core electron and makes it easier to remove. The more positive the ion, the more negative its cage, so this term opposes the charge term.

For $q=2$ and $d=4$ bohr, $V=-0.5$ hartree $=-13.61$ eV. The Hartree-Fock calculation with the ligand charges present gives $-13.58$ eV for both 1s and 2s. The two core levels move together because both lie where the potential is flat.

**Q.** But six charges are not a crystal.

**A.** In a crystal the sum runs over all the ions. For the rock-salt structure, with charges $\pm q$ and nearest-neighbour distance $d$, it gives $V=-Mq/d$ with the Madelung constant $M=1.7476$. Raising $q$ by 0.2 at $d=4$ bohr then changes $V$ by $-2.38$ eV, against $+3.11$ eV from the charge term. In the six-ligand cage the change is $-0.2/4=-0.05$ hartree, or $-1.36$ eV. Both terms are proportional to $\Delta q$, so their ratio does not depend on how much charge is moved, as long as $k$ and $d$ are constant. For these silicon ions $k$ is only roughly constant: it rises from 15.5 eV per unit charge near $q=2$ to 16.8 eV near $q=4$.

**Q.** Then I can correct for the potential. I replace $k$ by $k-M/d$ and still read off the charge.

**A.** For compounds with the same structure and the same $d$, that would work if the surroundings stayed as they were during ionization. They do not. The hole adds a positive charge, the neighbours polarize, and the final state is lowered. This is extra-atomic relaxation.

Give each ligand a polarizability $a$. Let the dipoles vanish in the ground state, as they do at a centrosymmetric crystal site, so that they respond only to the change of field. In an isolated cage of six ligands the ground-state field at each ligand would not vanish, so for the cage this is a condition imposed on the model. By symmetry the six induced dipoles have the same size $p$ and point outward. Creating them costs $6p^2/(2a)$. They also interact, with a pair energy

$$U=\frac{\mathbf p_1\cdot\mathbf p_2-3(\mathbf p_1\cdot\hat{\mathbf r})(\mathbf p_2\cdot\hat{\mathbf r})}{r^3}.$$

- For the 3 opposite pairs, $r=2d$, $\mathbf p_1\cdot\mathbf p_2=-p^2$, and the product of projections is $-p^2$. Each pair gives $(-p^2+3p^2)/(8d^3)=p^2/(4d^3)$.
- For the 12 adjacent pairs, $r=\sqrt2\,d$, the dipoles are perpendicular, and the projections are $-p/\sqrt2$ and $+p/\sqrt2$. Each pair gives $\tfrac32p^2/(2\sqrt2\,d^3)=3p^2/(4\sqrt2\,d^3)$.

The sum over pairs is

$$\frac{3p^2}{4d^3}+\frac{9p^2}{\sqrt2\,d^3}=\frac{3c\,p^2}{d^3},\qquad c=\frac14+\frac3{\sqrt2}=2.371 .$$

The total cost is therefore $\tfrac12Kp^2$ with $K=6(1/a+c/d^3)$.

Now make $N$ core holes. Seen from the ligands they are a point charge $N$, which adds an outward field $N/d^2$ at each of them. The coupling energy is $-6pN/d^2=-pNg$, with $g=6/d^2$. Minimizing

$$W(p)=\tfrac12Kp^2-pNg$$

gives $p=Ng/K$, and then

$$W=\frac{N^2g^2}{2K}-\frac{N^2g^2}{K}=-N^2R,\qquad R=\frac{g^2}{2K}=\frac{3}{d^4(1/a+c/d^3)} .$$

The relaxation energy of one hole is $R$, and it lowers the binding energy. Collecting the terms, the change between two environments is

$$\Delta E_B=k\,\Delta q+\Delta V-\Delta R .$$

**Q.** Is $R$ large enough to matter?

**A.** For $d=4$ bohr and $a=5$ bohr$^3$,

$$R=\frac{3}{256\,(0.2000+0.0371)}=0.0494\ \text{hartree}=1.35\ \text{eV}.$$

With $a=20$ bohr$^3$ the formula gives 3.66 eV. To avoid treating the silicon ion as a point charge, I also put the polarizable cage into the Hartree-Fock calculation; the ligands remain point charges with point dipoles. There $R$ is the energy of the hole state with the dipoles held at zero, minus its energy with the dipoles relaxed. I used four cases, with round model values for the cage:

| Case | $q$ | $d$ (bohr) | $a$ (bohr$^3$) | $R$ (eV) | $E_B$(2s) (eV) |
|---|---|---|---|---|---|
| A | 2.0 | 4 | 5 | 1.29 | 170.01 |
| B | 2.2 | 4 | 20 | 3.54 | 169.50 |
| C | 2.0 | 4 | 20 | 3.52 | 167.78 |
| D | 2.0 | 5 | 5 | 0.59 | 173.40 |

At $d=4$ bohr these values of $R$ are 3 to 4% below the formula. At $d=5$ bohr the difference is about 0.5%. That is what one would expect if the tail of the 3s shell reaches the ligands, though I have not separated that effect.

**Q.** In case B the silicon is more positive than in A, yet its binding energy is lower.

**A.** The three terms show why:

$$\Delta E_B(A\to B)\approx3.11-1.36-2.25=-0.50\ \text{eV}.$$

The direct difference of the Hartree-Fock binding energies is $-0.51$ eV. Your rule would divide this by $k$ and report a charge change of $-0.03$, when the change put into the model is $+0.20$.

The other cases have no charge change at all. From A to C only the polarizability differs. The level moves by $-2.23$ eV, which your rule reads as a charge of $-0.14$. From A to D the cage expands and both neighbour terms change:

$$\Delta V=-\tfrac25+\tfrac24=0.1\ \text{hartree}=2.72\ \text{eV},\qquad-\Delta R=1.29-0.59=0.70\ \text{eV}.$$

Their sum is 3.42 eV. The computed shift is 3.39 eV, and your rule reads it as a charge of $+0.22$.

**Q.** So is relaxation always as important as charge?

**A.** No. $R$ is set mainly by the polarizability and distance of the neighbours, and it does not grow in proportion to $\Delta q$. Here $\Delta R=2.25$ eV equals the charge term for $\Delta q=2.25/15.54=0.14$. The fairer comparison is with the charge and potential terms together. At $d=4$ bohr their net slope is $15.54-6.80=8.74$ eV per unit charge in the cage and $15.54-2.378/0.2=3.65$ eV in rock salt, so $\Delta R=2.25$ eV matches a charge change of 0.26 in the cage, or 0.62 if the same $\Delta R$ is set against the rock-salt slope (I have not computed the relaxation of a crystal). Whether relaxation is only a correction therefore depends on the size of $\Delta R$ relative to $\Delta q$, and on how much of $k$ the potential cancels. In a series with the same structure, the same distances and similar neighbours, $\Delta R$ may be small, and the shift may then follow the charge, with slope $k-M/d$ in the rock-salt case. That has to be established for the series.

**Q.** One measured shift cannot give me three unknowns. Is there a second measurement that separates them?

**A.** An Auger line from the same atom helps. Suppose a 1s hole is filled by a 2s electron while another 2s electron leaves. The kinetic energy of the Auger electron is

$$E_K=E(1s^{-1})-E(2s^{-2}).$$

Add the binding energy of the 2s photoelectron line to form the Auger parameter,

$$\alpha=E_K+E_B(2s).$$

Compare two environments with the same valence population on the atom. One hole feels the potential once and gains $R$. Two holes feel it twice and gain $2^2R=4R$, because the induced dipoles are twice as large and act on twice the charge. So

$$\Delta E_B(1s)=\Delta E_B(2s)=\Delta V-\Delta R,$$

$$\Delta[E(2s^{-2})-E_0]=2\Delta V-4\Delta R .$$

The Auger energy is a difference of two ionized states, so $E_0$ cancels:

$$\Delta E_K=(\Delta V-\Delta R)-(2\Delta V-4\Delta R)=-\Delta V+3\Delta R .$$

Adding the photoelectron shift removes the potential:

$$\Delta\alpha=(-\Delta V+3\Delta R)+(\Delta V-\Delta R)=2\Delta R .$$

The energy reference drops out too. If the zero of energy is moved so that every binding energy rises by $\phi$, the Auger kinetic energy falls by $\phi$, and $\alpha$ is unchanged.

**Q.** So $\alpha$ is twice the relaxation energy.

**A.** The *shift* of $\alpha$ is twice the *change* of the extra-atomic relaxation energy. The value of $\alpha$ itself also contains large atomic terms, which cancel in the comparison when the valence population is the same.

From A to C, $2\Delta R=4.45$ eV and the computed $\Delta\alpha$ is 4.59 eV. From A to D the values are $-1.39$ and $-1.50$ eV. The second pair is the sharper illustration: the binding energy moved by 3.39 eV, mostly through the potential, and $\alpha$ hardly registers that part.

**Q.** Where does the remaining 0.13 eV between A and C come from?

**A.** From the factor of four. Let $R_1$ and $R_2$ be the energies gained by relaxation around one and two holes. Without assuming $R_2=4R_1$, the same algebra gives

$$\Delta\alpha=-2\Delta R_1+\Delta R_2 .$$

In the Hartree-Fock calculation $R_2/R_1$ is 4.063 in case A and 4.059 in case C. Hence $\Delta R_2=4.059\times3.517-4.063\times1.290=9.03$ eV, and $\Delta\alpha=9.03-2\times2.227=4.58$ eV, against the computed 4.59 eV. The last 0.01 eV arises because this formula gives the 1s and 2s holes the same $R_1$. Cases A and C have the same charges and distance, so their energies with frozen dipoles are identical, and the exact relation is $\Delta\alpha=\Delta R_2-\Delta R_1(1s)-\Delta R_1(2s)$.

The dipoles of this model respond linearly, so around a rigid point charge the ratio would be exactly four; the excess here comes from the ion's own electrons, whose rearrangement changes the field at the ligands. The same formula also shows how the rule fails when the surroundings respond nonlinearly. Suppose the gain is $N^2R+N^3t$. Then $R_1=R+t$ and $R_2=4R+8t$, so

$$R_2-2R_1=2R+6t,\qquad2R_1=2R+2t .$$

Between two environments the rule is therefore off by $4\Delta t$, four times the change of $t$. Screening by electrons that move onto the ionized atom could bring in such terms. My calculation holds the valence population fixed during ionization and so leaves that process out.

**Q.** You also required the same valence population in both environments. But when I compare compounds, that is the very thing that may change.

**A.** Then an atomic term enters:

$$\Delta\alpha=\Delta\alpha_{\rm atom}+2\Delta R .$$

To see what it contains, write $E_N$ for the energy with $N$ holes in the 2s shell, and add and subtract $E_B(2s)$ in $\alpha$:

$$\alpha=\big[2E_B(2s)-(E_2-E_0)\big]+\big[E_B(1s)-E_B(2s)\big].$$

Since $E_B(2s)=E_1-E_0$, the first bracket is

$$2E_1-2E_0-E_2+E_0=-(E_2-2E_1+E_0),$$

minus the second difference of the energy with respect to hole number. Any contribution linear in $N$, such as a potential, cancels in it. A quadratic contribution $-N^2R$ leaves $+2R$. But the ion's own electrons relax around the holes as well, and that response depends on how many valence electrons there are. The second bracket changes if valence charge shifts 1s and 2s by different amounts.

Free ions show this without any surroundings. From $q=2.0$ to $2.2$ the first bracket changes by $-0.34$ eV and the second by $+0.25$ eV, so $\Delta\alpha_{\rm atom}=-0.09$ eV. From Si$^{2+}$ to Si$^{4+}$ the first changes by $-3.26$ eV, while $\alpha$ changes by $-0.40$ eV. Reading that last number as $2\Delta R$ would assign a change of extra-atomic relaxation to an ion with nothing around it.

**Q.** Still, the atomic term in $\alpha$ is small.

**A.** It is small here because two larger changes largely cancel. I have shown that for these silicon ions and this choice of lines, not as a general property. The same caution applies to A and B, where $\Delta\alpha=4.51$ eV and $2\Delta R=4.50$ eV. The agreement is closer than the approximations justify: the atomic term of $-0.09$ eV is offset by a deviation of about $+0.10$ eV from the factor of four.

**Q.** Suppose I have both lines for two compounds. How far can I get towards the charge?

**A.** If the atomic term is negligible, half of $\Delta\alpha$ gives $\Delta R$ approximately (within 8% from A to C and from A to D); if it is not, it must be estimated and subtracted from $\Delta\alpha$ first. Adding $\Delta R$ to the binding-energy shift leaves the charge and potential terms. These are not purely initial-state terms: $k$ was defined with a self-consistent hole, so it includes the change of the ion's own relaxation with charge (from $q=2.0$ to $2.2$ the ground-state 2s orbital energy moves by 2.93 eV, against $k\,\Delta q=3.11$ eV). With the atomic term neglected,

$$\Delta E_B+\tfrac12\Delta\alpha\approx k\,\Delta q+\Delta V .$$

For A and B this is $-0.51+2.26=1.75$ eV, and the model's value is $3.11-1.36=1.75$ eV. The match to the last digit borrows the cancellation noted above; either neglected term alone would move the first number by about 0.05 eV. The sign now agrees with the charge change. Dividing by $k$ would still give only 0.11 instead of 0.20, because $\Delta V$ is still there. To remove it you need the structure and a model of the charges on all the ions. In this cage the potential term is $-\Delta q/d$, or $-6.80$ eV per unit charge, so

$$\Delta q=\frac{1.75}{15.54-6.80}=0.20 .$$

The charge came out because $k$, the ligand charges of the model and the geometry were all known, and the geometry was the same in both cases. An error of 10% in $k$ alone would give 0.17 or 0.24. The two spectral lines alone would not have supplied it.
